\section*{Why C44 of KCN softens and recovers at high frequency}

\section{A shear modulus that depends on who measures it}

In the cubic phase of KCN each cyanide ion sits in a cage of six potassium ions, and its axis keeps changing direction. On cooling, ultrasound finds that the crystal yields more and more easily to the shear measured by $C_{44}$. A probe faster than the reorientation should find a stiffer crystal. The difference is the time that the axes have to respond. A shear makes some axis directions cheaper than others; the axes redistribute, and their redistribution relieves part of the stress. This is called translation--rotation coupling. Here it is followed from the cage forces to the static modulus, its frequency dependence and the sound waves.

The rotors are classical, with unit axis $\mathbf n$ and head and tail averaged; the lattice is harmonic. The engineering shear is $e=\partial u_x/\partial y+\partial u_y/\partial x$, and $\beta=1/k_BT$. The T$_{2g}$ quadrupoles are
\begin{equation}
(q_{yz},q_{zx},q_{xy})=\sqrt{15}\,(n_yn_z,\;n_zn_x,\;n_xn_y),\qquad q\equiv q_{xy}.
\end{equation}
Since $\langle n_x^2n_y^2\rangle=1/15$ for a free rotor, its $\langle q^2\rangle$ is 1.

\section{Where the bilinear coupling comes from}

Let the ends of the ion, at $\pm d\mathbf n$, interact with neighbours at distance $a$ through a pair potential $\phi$. For small $d$ the two ends together give, for a neighbour at $\mathbf R$,
\begin{equation}
2\phi(R)+d^2\sum_{ij}n_in_j\Big[\phi''\hat R_i\hat R_j+\frac{\phi'}{R}(\delta_{ij}-\hat R_i\hat R_j)\Big].
\end{equation}
Apply $\partial u_y/\partial x=g$. The neighbours at $\pm a\hat{\mathbf x}$ move to $\pm a(\hat{\mathbf x}+g\hat{\mathbf y})$; the other four stay. To first order $R$ is unchanged and $\hat R_x\hat R_y=g$. The terms $ij=xy$ and $yx$ give $2d^2(\phi''-\phi'/a)\,g\,n_xn_y$ per moved neighbour, and there are two such neighbours. The gradient $\partial u_x/\partial y$ gives the same by exchange of $x$ and $y$. Hence
\begin{equation}
H_{TR}=A\,e\,q,\qquad A\simeq\frac{4d^2}{\sqrt{15}}\Big(\phi''-\frac{\phi'}{a}\Big).
\end{equation}

For a longer ion, $A$ is the average of $q\,f(\mathbf n)$ over the sphere, where $f$ is the derivative of the cage energy with respect to $e$. A rigid rotation of the cage adds nothing to this $l=2$ part: the undistorted cubic energy has no $l=2$ component, and rotation does not mix different $l$. Other cage forces, such as those on the electric quadrupole, can add to $A$ with either sign. The modulus depends on $A^2$, so softening does not require a particular sign.

\section{The interaction carried by the lattice}

With displacements $u_{\mathbf k}$, force constants $M$ and coupling matrix $V$, completing the square gives
\begin{align}
\sum_{\mathbf k}\Big[\tfrac12u^\dagger Mu+u^\dagger Vq\Big]
&=\sum_{\mathbf k}\Big[\tfrac12(u+M^{-1}Vq)^\dagger M(u+M^{-1}Vq)-\tfrac12q^\dagger C(\mathbf k)q\Big],\\
C(\mathbf k)&=V^\dagger M^{-1}V .
\end{align}
The cross terms agree because the sum contains both $\mathbf k$ and $-\mathbf k$. The first square is an ordinary harmonic lattice, so the rotors are left with the energy $-\tfrac12q^\dagger Cq$.

Take a long wave along $x$, displaced along $y$. Then $e=iku$, $V=-iAk$ and $M=vc_0k^2$, where $v$ is the cell volume and $c_0$ the shear constant at frozen orientations. The factors $k^2$ cancel:
\begin{equation}
C\rightarrow C_0=\frac{A^2}{vc_0}.
\end{equation}
In other directions a long wave may also need volume or E$_g$ strain. In a stable lattice that costs extra energy, so the long-wave interaction cannot exceed $C_0$.

Part of $C(\mathbf k)$ is the action of a rotor on itself through its own lattice distortion. It is the average over the $N$ wavevectors of the zone,
\begin{equation}
C_s=\frac1N\sum_{\mathbf k}C_{\alpha\alpha}(\mathbf k),
\end{equation}
equal for the three components by cubic symmetry. The on-site energy $-\tfrac12C_s\sum_\alpha q_\alpha^2$ depends on orientation and belongs in the single-site potential. Only the remainder, $C(\mathbf k)-C_s$, acts between different rotors. A direct T$_{2g}$ interaction, with energy $-\tfrac12D(\mathbf k)|q_{\mathbf k}|^2$, adds $D\equiv D(0)$ for uniform order.

\section{The static modulus}

Hold a small uniform strain $e$ fixed and let all other displacements relax. The uniform lattice-mediated term is then absent, so the mean field multiplying $q$ comes from $-Ae$ and from the interaction $D-C_s$. With $x=\langle q^2\rangle$ in the single-site potential, linear response gives
\begin{equation}
\bar q=\beta x\,[-Ae+(D-C_s)\bar q].
\end{equation}
Collecting $\bar q$,
\begin{equation}
\bar q=-\chi_{cl}Ae,\qquad \chi_{cl}=\frac{\beta x}{1-\beta x(D-C_s)}.
\end{equation}
The stress is the average derivative of the energy with respect to strain, per volume: $\sigma=c_0e+A\bar q/v$. Since $A^2/v=c_0C_0$,
\begin{equation}
C_{44}=c_0(1-C_0\chi_{cl})
=c_0\,\frac{1-\beta x(C_0-C_s+D)}{1-\beta x(D-C_s)}.
\label{static}
\end{equation}

At high temperature $x\to1$ and $C_{44}\simeq c_0(1-C_0/k_BT)$. Biasing the axes lowers the energy but costs entropy. The entropic cost is proportional to $T$, so the crystal softens on cooling. The modulus vanishes when $k_BT=x(C_0-C_s+D)$.

Equation (\ref{static}) is a mean-field result. It was tested against the exact elastic constant of a chain of planar rotors with lattice-mediated and direct coupling. In energy units where the chain has $C_0=1$, the error in $C_{44}/c_0$ was $1.8\times10^{-4}$ at $\beta=0.1$ and fell by a factor 7.9 when $\beta$ was halved, as expected for an error of order $\beta^3$. Counting $C_s$ in the interaction between sites as well as in the site potential raised the error at $\beta=0.1$ to $5.3\times10^{-3}$; counting it only between sites gives $4.0\times10^{-3}$. This supports the counting of the self-term at high temperature; it does not establish the accuracy close to the instability.

\section{How large the effect is}

The following rocksalt model has round parameters and is not fitted to KCN. Only the T$_{2g}$ coupling of its cage is kept. This is a strong truncation: the same repulsion couples E$_g$ strain much more strongly (see the last section), so the numbers below illustrate equation (\ref{static}) and are not the behaviour of the complete cage model. It has $a=3.2$~\AA, $d=0.5$~\AA\ and an exponential repulsion of range 0.35~\AA\ that equals 70~meV at distance $a$. Central springs give $c_0=6$~GPa and $c_{11}=30$~GPa, and $D=0$.

The full cage energy gives $A=181.8$~meV; the short-ion formula gives 163.7~meV, 10\% less. With $v=65.54$~\AA$^3$, $vc_0=2454$~meV, so
\begin{equation}
C_0=\frac{(181.8\ \mathrm{meV})^2}{2454\ \mathrm{meV}}=13.5\ \mathrm{meV},\qquad C_s=3.5\ \mathrm{meV}.
\end{equation}
On zone grids that omit $\mathbf k=0$, the largest eigenvalue of the T$_{2g}$ matrix $C(\mathbf k)$ stays below $C_0$. It is 0.82, 0.88 and 0.93 times $C_0$ for $16^3$, $24^3$ and $40^3$ points and approaches $C_0$ as $\mathbf k\to0$ along a cube axis. Among the T$_{2g}$ modes, uniform shear is therefore the leading instability in this sampling.

At 300~K, $x=1.24$, $\beta xC_0=0.648$ and $\beta xC_s=0.168$. Therefore
\begin{equation}
\frac{C_{44}}{c_0}=\frac{1-0.648+0.168}{1+0.168}=0.445,
\qquad C_{44}=2.67\ \mathrm{GPa}.
\end{equation}
More than half of the frozen stiffness has gone. The mean-field temperature dependence is

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $x$ & $C_{44}$ (GPa) & $C_{44}/c_0$\\
600 & 1.14 & 4.34 & 0.72\\
400 & 1.20 & 3.50 & 0.58\\
300 & 1.24 & 2.67 & 0.45\\
200 & 1.32 & 1.13 & 0.19\\
170 & 1.35 & 0.38 & 0.06
\end{tabular}
\end{center}

Correlations between rotors, which mean field omits, can change the values at 200~K and below appreciably. The growth of $x$ strengthens the effect on cooling. It exceeds the free-rotor value 1 because the site potential moves weight away from the cube axes, where all three $q_\alpha$ vanish.

Keeping only the $l=2$ part of $f$ is a good approximation at 300~K. Near the instability, where $C_{44}$ is a small difference, an error of a few per cent in the coupling matters more: keeping all $l$ in the shear forces moves $C_{44}$ from 2.67 to 2.74~GPa at 300~K, but from 0.38 to 0.55~GPa at 170~K. At 300~K, $A^2\langle q^2\rangle$ exceeds the full $\langle f^2\rangle$ by 2.3\%, and the squared thermal correlation of $f$ and $q$ is 0.998.

In mean field, with the T$_{2g}$ coupling alone, the modulus reaches zero near 158~K. This is a stability limit, not a predicted transition temperature. Symmetry allows a cubic term in the free energy. For equal components $\eta$ it has the form
\begin{equation}
G=\eta^2\big(\tfrac32r-w\eta+u\eta^2\big),\qquad u>0,
\end{equation}
where $r$ vanishes at the stability limit. The bracket has its minimum, $\tfrac32r-w^2/4u$, at $\eta=w/2u$. It is already negative for $0<r<w^2/6u$, so a first-order transition can occur while $C_{44}$ is still positive. In the example the mean-field free energy places it near 174~K, where $C_{44}\simeq0.5$~GPa; the 170~K row of the table describes a metastable cubic phase.

\section{Recovery above the reorientation rate}

Let the quadrupole of a single rotor relax at rate $\lambda_s$ towards its value in the instantaneous field:
\begin{equation}
\dot{\bar q}=-\lambda_s\{\bar q-\beta x[-Ae+(D-C_s)\bar q]\}
=-\lambda(\bar q+\chi_{cl}Ae),
\end{equation}
\begin{equation}
\lambda=\lambda_s[1-\beta x(D-C_s)].
\end{equation}
The last form uses $\lambda_s\beta x=\lambda\chi_{cl}$. For time dependence $e^{-i\omega t}$, $(\lambda-i\omega)\bar q=-\lambda\chi_{cl}Ae$. Inserting this in the stress gives
\begin{equation}
C_{44}(\omega)=c_0-\Delta\frac{\lambda}{\lambda-i\omega},\qquad \Delta=c_0-C_{44}.
\end{equation}
Separating real and imaginary parts,
\begin{equation}
\operatorname{Re}C_{44}(\omega)=c_0-\frac{\Delta\lambda^2}{\lambda^2+\omega^2},\qquad
-\operatorname{Im}C_{44}(\omega)=\frac{\Delta\lambda\omega}{\lambda^2+\omega^2}.
\end{equation}
Slow shear sees $C_{44}$ and fast shear sees $c_0$. The loss peaks at $\omega=\lambda$ with height $\Delta/2$.

The relevant $\lambda$ is the collective rate at clamped strain. If the crystal is free to shear, zero stress requires $e=-A\bar q/(vc_0)$, and the relaxation equation becomes
\begin{equation}
\dot{\bar q}=-\lambda(1-C_0\chi_{cl})\bar q=-\lambda\frac{C_{44}}{c_0}\bar q.
\end{equation}
This rate vanishes with $C_{44}$ even when $\lambda$ stays finite.

Take a rotational diffusion constant of 0.02~ps$^{-1}$, chosen to give slow, overdamped rotors. It is not an estimate for cyanide: a free CN$^-$ ion has a root-mean-square angular velocity of about 5~rad/ps about each axis at 300~K, and the barriers of this model are too low to slow it so much. The rates below illustrate the law; they do not locate the crossover in KCN. With this constant a free rotor would have $\lambda_s=6\times0.02=0.12$~ps$^{-1}$. The site potential lowers it to 0.076~ps$^{-1}$ at 300~K. The clamped rate is $0.0760\times1.168=0.0888$~ps$^{-1}$, or 14~GHz after division by $2\pi$; the free-strain rate is 0.040~ps$^{-1}$.

With the full relaxation spectrum of the single rotor, the real modulus is 2.71, 4.33 and 5.96~GPa at $\omega/\lambda=0.1$, 1 and 10. The single-rate law differs from it by at most 0.4\% of $c_0$ over the scanned frequencies, because the slowest mode carries 99\% of the weight.

The derivation assumes overdamped rotation and a lattice that follows the rotors. Extending the fast sound speed below linearly to $k=\pi/a$ gives a phonon frequency near 19~ps$^{-1}$, far above $\lambda$. Where the rates are comparable, the static $C_s$ can no longer be used in the dynamics.

\section{What a sound wave shows}

For a wave varying as $e^{st}$, replace $-i\omega$ by $s$. With mass density $\rho$,
\begin{equation}
s^2=-\frac{k^2}{\rho}\Big(c_0-\frac{\Delta\lambda}{\lambda+s}\Big).
\end{equation}
When $|s|\ll\lambda C_{44}/c_0$, the speed is $\sqrt{C_{44}/\rho}$. Near the instability this is a much stricter condition than $|s|\ll\lambda$. When $|s|\gg\lambda$, write $s=i\omega_0+\delta$ with $\omega_0=k\sqrt{c_0/\rho}$. To first order in $\delta$ and $\lambda$,
\begin{equation}
2i\omega_0\delta=\frac{\omega_0^2}{c_0}\frac{\Delta\lambda}{i\omega_0}
\quad\Longrightarrow\quad \delta=-\frac{\lambda\Delta}{2c_0}.
\end{equation}
The short wave travels at $\sqrt{c_0/\rho}$ with an amplitude damping that does not depend on $k$. A third root stays finite as $k$ grows. The bracket must then vanish, which gives $s=-\lambda C_{44}/c_0$, the free-strain relaxation found above.

In the example the speed rises from 1.27 to 1.91~km/s. The crossover wavevector, $\lambda$ divided by the fast speed, is 0.047~nm$^{-1}$. At ten times this value the speed is 1.906~km/s and the damping 0.0246~ps$^{-1}$, in agreement with $\lambda\Delta/(2c_0)$.

\section{Consequences for measurement and simulation}

Compare moduli only after comparing $\omega$ with $\lambda$. A low-frequency $C_{44}$ and a high-frequency $c_0$ can be combined by rearranging equation (\ref{static}):
\begin{equation}
\frac{1}{1-C_{44}/c_0}=\frac{1}{C_0\chi_{cl}}=\frac{k_BT}{xC_0}+\frac{C_s-D}{C_0}.
\end{equation}
If $C_0$, $C_s$ and $D$ vary little, and the data lie far enough above the instability for mean field to hold, a plot against $T/x$ is close to a straight line whose slope gives $C_0$. The intercept gives $C_s-D$ less reliably, because it is a small number reached by extrapolation and absorbs the errors of mean field. The values of $x$ must come from a model of the site potential. Plotting against $T$ alone mixes in the change of $x$, which is 15\% between 600 and 200~K in the example. The value of $c_0$ should be taken at long wavelength, or corrected for ordinary phonon dispersion.

A calculation with orientations frozen in a disordered arrangement typical of the cubic phase gives $c_0$; one with all axes aligned can give a different shear constant. A molecular-dynamics estimate of the soft modulus from strain fluctuations must run for many free-strain relaxation times. One such time is $1/0.040\simeq25$~ps at 300~K here, and it lengthens as $C_{44}$ falls.

The E$_g$ coupling was omitted. By symmetry it does not mix directly with the long-wave $C_{44}$ shear, but it changes the site potential and hence $x$ and $\lambda_s$. For the pure repulsion used here the change is decisive. The E$_g$ coupling involves $a\phi'''$ rather than $\phi''$, and with $(c_{11}-c_{12})/2=12$~GPa its long-wave strength is about 142~meV, ten times $C_0$. Including it makes $(c_{11}-c_{12})/2$ vanish near 970~K in mean field, above every temperature in the table, and its self-term favours the cube axes and drives $x$ below 1. Repulsion alone therefore does not explain why $C_{44}$ is the soft modulus; the example applies only to a crystal in which other cage forces suppress the E$_g$ coupling. A quantitative treatment of KCN needs that coupling, the direct interaction $D$, and a check of mean-field theory near the transition. The numerical output below gives the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
neighbour distance a = 3.2 angstrom, half-length d = 0.5 angstrom
repulsion: range 0.35 angstrom, value at a 70 meV
frozen c0 = 6.0 GPa, lattice c11 = 30.0 GPa
cell volume v = 65.536 angstrom^3, cell mass = 65.0 u
coupling A = 181.76 meV; short-dumbbell formula 163.68 meV
C0 = 13.460 meV, Cs = 3.494 meV, Cs/C0 = 0.2596
largest C(k) on zone grid / C0 = 0.8805
chain test, beta=0.1: error 1.78e-04, self-term kept 5.26e-03
chain test, beta=0.05: error 2.26e-05, self-term kept 1.28e-03
chain error ratio on halving beta = 7.86
stability limit (C44 = 0): T = 157.5 K
T = 600 K: x = 1.1413, C44 = 4.345 GPa, C44/c0 = 0.7241
T = 500 K: x = 1.1649, C44 = 4.005 GPa, C44/c0 = 0.6675
T = 400 K: x = 1.1973, C44 = 3.498 GPa, C44/c0 = 0.5831
T = 300 K: x = 1.2445, C44 = 2.672 GPa, C44/c0 = 0.4453
T = 250 K: x = 1.2767, C44 = 2.035 GPa, C44/c0 = 0.3391
T = 200 K: x = 1.3175, C44 = 1.127 GPa, C44/c0 = 0.1879
T = 170 K: x = 1.3475, C44 = 0.378 GPa, C44/c0 = 0.0630
at 300 K: beta x C0 = 0.6480, beta x Cs = 0.1682
cubic T2g average <q_yz q_zx q_xy> = 0.8675
l=2 truncation: A^2<q^2>/<f^2> = 1.0231
squared thermal correlation of f and q = 0.9980
rotational diffusion constant = 0.02 1/ps
slowest T2g mode: rate 0.07542 1/ps, weight 0.9907
single-rotor rate lam_s = 0.07602 1/ps
clamped collective rate lam = 0.08881 1/ps
lam/(2 pi) = 14.13 GHz
free-strain rate lam*C44/c0 = 0.03955 1/ps
w/lam = 0.01: Re C44 = 2.672 GPa, loss = 0.033 GPa; one rate: 2.672 GPa
w/lam = 0.1: Re C44 = 2.705 GPa, loss = 0.329 GPa; one rate: 2.705 GPa
w/lam = 1: Re C44 = 4.334 GPa, loss = 1.651 GPa; one rate: 4.336 GPa
w/lam = 10: Re C44 = 5.956 GPa, loss = 0.339 GPa; one rate: 5.967 GPa
w/lam = 100: Re C44 = 5.999 GPa, loss = 0.035 GPa; one rate: 6.000 GPa
largest one-rate error / c0 = 0.0035
driven diffusion test, relative error = 1.6e-06
mass density = 1647.0 kg/m^3
shear speeds: slow 1.2737 km/s, fast 1.9087 km/s
crossover wavevector lam/v_fast = 0.04653 1/nm
k/k_cross = 0.1: speed 1.2762 km/s, damping 0.00025 1/ps
k/k_cross = 1: speed 1.6142 km/s, damping 0.01831 1/ps
k/k_cross = 10: speed 1.9056 km/s, damping 0.02458 1/ps
\end{verbatim}
